# Ziman's Liquid-Metal Resistivity and the Sign of Its Temperature Coefficient

**Q.** A liquid metal has no lattice, and its ions are packed almost as tightly as in the solid. How can electron scattering in it be treated as weak?

**A.** What has to be weak is the potential that deflects a conduction electron. A pseudopotential replaces the deep ionic potential by a shallow one with the same valence scattering. I assume that it is local, that the electrons are otherwise free, and that the Born approximation holds. The mean free path $\ell$ must then satisfy $k_F\ell\gg1$, which can be checked afterwards. This condition is necessary for the transport picture, but it does not prove that the Born approximation is accurate.

I use Hartree atomic units. There are $N$ identical ions in a volume $V$, with density $n=N/V$ and valence $Z$, so the electron density is $n_e=Zn=k_F^3/3\pi^2$. The total potential is $W(\mathbf r)=\sum_j w(|\mathbf r-\mathbf R_j|)$. Between plane waves,

$$\langle\mathbf k+\mathbf q|W|\mathbf k\rangle=\frac1V\int e^{-i\mathbf q\cdot\mathbf r}W\,d^3r=\frac{w(q)}V\sum_j e^{-i\mathbf q\cdot\mathbf R_j},$$

where $w(q)=\int w(r)e^{-i\mathbf q\cdot\mathbf r}d^3r$. With $S(q)=\langle|\sum_je^{-i\mathbf q\cdot\mathbf R_j}|^2\rangle/N$ for $q\ne0$, the averaged square is

$$\langle|\langle\mathbf k+\mathbf q|W|\mathbf k\rangle|^2\rangle=\frac{N}{V^2}S(q)|w(q)|^2=\frac nV S(q)|w(q)|^2 .$$

The factor $|w|^2$ describes one ion, and $S$ describes the interference between waves scattered by different ions.

**Q.** The ions move. Why may a static $S(q)$ be used?

**A.** I assume that the energy exchanged with the ions is small compared with $k_BT$. The electron occupations then hardly vary over that exchange, and summing over all energy transfers leaves the static structure factor. If this fails, the dynamic structure factor is needed.

**Q.** A scattering rate is not yet a resistivity. Where does the factor $1-\cos\theta$ come from?

**A.** From the Boltzmann equation. Let a field $E$ point along $z$. The electron charge is $-1$, so $\dot k_z=-E$. Write $f=f_0+\delta f$ and let $P_{\mathbf k\mathbf k'}$ be the elastic transition rate, which is symmetric. The Pauli factors cancel because $f(1-f')-f'(1-f)=f-f'$. To first order in $E$, with $\partial f_0/\partial k_z=k_zf_0'(\varepsilon)$,

$$-Ek_zf_0'=-\sum_{\mathbf k'}P_{\mathbf k\mathbf k'}(\delta f_{\mathbf k}-\delta f_{\mathbf k'}).$$

Try $\delta f=g(\varepsilon)k_z$. In an isotropic liquid $P$ depends only on the energy and the scattering angle $\theta$. Averaging $\mathbf k'$ around the axis $\mathbf k$ leaves $\mathbf k\cos\theta$, so the right side is $-gk_z/\tau$ with

$$\frac1\tau=\sum_{\mathbf k'}P_{\mathbf k\mathbf k'}(1-\cos\theta).$$

Hence $g=E\tau f_0'$, and the trial form solves the equation. For a sharp Fermi surface $-f_0'=\delta(\varepsilon-\varepsilon_F)$. Including two spins, the current density is

$$j=-2\int\frac{d^3k}{(2\pi)^3}k_z\,\delta f=2E\tau\,\frac{1}{8\pi^3}\,\frac{4\pi}{3}\int k^4\,\delta\!\left(\frac{k^2-k_F^2}{2}\right)dk=\frac{k_F^3}{3\pi^2}\tau E .$$

The delta function supplied $1/k_F$. Therefore $\rho=E/j=1/(n_e\tau)$.

**Q.** Then put the liquid into $\tau$, and keep the factors visible.

**A.** The golden rule gives $P_{\mathbf k\mathbf k'}=2\pi(n/V)S|w|^2\delta(\varepsilon-\varepsilon')$. Spin is conserved, so the final states carry no factor of two. Replace the sum by $V/(2\pi)^3\int k'^2dk'\,d\Omega$. The radial integral with the delta function is $k_F$, and the azimuth gives $2\pi$:

$$\frac1\tau=\frac{2\pi nk_F}{8\pi^3}\,2\pi\int_0^\pi S|w|^2(1-\cos\theta)\sin\theta\,d\theta=\frac{nk_F}{2\pi}\int_0^\pi S|w|^2(1-\cos\theta)\sin\theta\,d\theta .$$

Both wave vectors have length $k_F$, so $q^2=2k_F^2(1-\cos\theta)$, that is, $q=2k_F\sin(\theta/2)$. Differentiation gives $q\,dq=k_F^2\sin\theta\,d\theta$. Hence $(1-\cos\theta)\sin\theta\,d\theta=q^3dq/(2k_F^4)$ and

$$\frac1\tau=\frac{n}{4\pi k_F^3}\int_0^{2k_F}q^3S|w|^2dq .$$

Multiplying by $1/n_e=3\pi^2/k_F^3$ gives Ziman's formula:

$$\boxed{\rho=\frac{3\pi n}{4k_F^6}\int_0^{2k_F}q^3S(q)|w(q)|^2dq=\frac{12\pi n}{k_F^2}\int_0^1y^3S|w|^2dy,\qquad y=\frac q{2k_F}.}$$

The second form uses $q^3dq=16k_F^4y^3dy$. The upper limit is backscattering, the largest momentum transfer on the Fermi sphere. Of the three powers of $q$, two come from $1-\cos\theta$ and one from the solid angle.

For uncorrelated scatterers $S=1$. In the numerical check, a weak spherical step then gives the same resistivity as its exact phase shifts, averaged over both signs of the step. Both sides use $\rho=1/(n_e\tau)$, so this tests the prefactor of the scattering rate and the Born limit. It does not test the Boltzmann step, and it does not show that a given metal scatters weakly.

**Q.** You still need $w(q)$. Does the Coulomb tail not diverge at small $q$?

**A.** The bare tail does, but the electrons screen it. Take an empty-core ion, with potential $-Z/r$ outside $r_c$ and zero inside. Its transform is the Coulomb one plus the removed core:

$$w_b(q)=-\frac{4\pi Z}{q^2}+\frac{4\pi Z}{q}\int_0^{r_c}\sin(qr)\,dr=-\frac{4\pi Z}{q^2}\cos(qr_c).$$

If the static density response is $\delta n=\chi w$, then $w=w_b+(4\pi/q^2)\chi w$, so $w=w_b/(1-4\pi\chi/q^2)$. This is mean-field screening without exchange or correlation. First-order perturbation theory gives

$$\chi=2\int\frac{d^3k}{(2\pi)^3}\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q}}=-4\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\frac1{q^2/2+\mathbf k\cdot\mathbf q}.$$

The substitution $\mathbf k\to-\mathbf k-\mathbf q$ made the second term equal to the first. The principal-value angular integral leaves

$$\chi=-\frac1{\pi^2q}\int_0^{k_F}k\ln\left|\frac{k+q/2}{k-q/2}\right|dk .$$

With $b=q/2$, an antiderivative is $\tfrac12(k^2-b^2)\ln|(k+b)/(k-b)|+bk$, which vanishes at $k=0$. Setting $b=k_Fy$ gives

$$\chi=-\frac{k_F}{\pi^2}F(y),\qquad F=\frac12+\frac{1-y^2}{4y}\ln\left|\frac{1+y}{1-y}\right|,$$

$$w(q)=-\frac{4\pi Z\cos(qr_c)}{q^2+(4k_F/\pi)F(y)} .$$

Since $F(0)=1$, $w$ is finite at $q=0$. It has a node at $q=\pi/2r_c$, and that node will matter.

**Q.** And the structure factor? Surely it cannot be guessed.

**A.** I model the ions as hard spheres of diameter $\sigma$ and packing fraction $\eta=\pi n\sigma^3/6$. Let $g=1+h$ be the pair distribution, so that $S=1+nh(q)$ for $q\neq0$. The direct correlation function $c$ is defined by $1+nh(q)=1/[1-nc(q)]$. The Percus–Yevick approximation sets $c=0$ for $r>\sigma$, while impenetrability demands $h=-1$ for $r<\sigma$.

Since $c$ has finite range, factorize $1-nc(q)=B(q)B(-q)$ with

$$B(q)=1-2\pi n\int_0^\sigma\beta(r)e^{iqr}dr,$$

choosing the factor without zeros in the upper half-plane. Such a factor exists. On the real axis $A(q)=1-nc(q)=1/S$ is real, even, positive and tends to 1. Define $\ln B(q)=\frac1{2\pi i}\int\frac{\ln A(k)}{k-q}dk$ for $\mathrm{Im}\,q>0$. This $B$ is analytic and free of zeros there and tends to 1. On the real axis it obeys $B(q)B(-q)=A(q)$, because $1/(k-q-i0)-1/(k-q+i0)=2\pi i\,\delta(k-q)$, and it also obeys $B(-q)=B(q)^*$. Closing the contour above shows that $B-1$ has no component $e^{iqr}$ with $r<0$. Because $c$ vanishes beyond $\sigma$, $A$ is entire and grows no faster than $e^{\sigma|\mathrm{Im}\,q|}$. Then $B(q)=A(q)/B(-q)$ continues into the lower half-plane, and closing the contour below removes the components with $r>\sigma$. For real $q$, $S=1/|B|^2$. Define $J(r)=\int_r^\infty s\,h(s)\,ds$. Integration by parts gives $h(q)=2\pi\int_{-\infty}^{\infty}J(|r|)e^{iqr}dr$. Now $B(q)S(q)=1/B(-q)$ has no Fourier component $e^{iqr}$ with $r>0$, so

$$J(r)-\beta(r)-2\pi n\int_0^\sigma\beta(t)J(|r-t|)dt=0\qquad(r>0).$$

Differentiate and set $h=-1$ for $0<r<\sigma$:

$$\beta'(r)=r-2\pi n\int_0^\sigma(r-t)\beta(t)dt=a_1r+a_0 .$$

Measure lengths in $\sigma$, so $2\pi n=12\eta$. In the integral equation $J$ and the convolution are continuous in $r$, so $\beta$ is continuous, and it is zero beyond $\sigma$. Since $\beta$ therefore vanishes at $r=1$, $\beta=\tfrac12a_1(r^2-1)+a_0(r-1)$. Its integrals are $\int\beta\,dr=-a_1/3-a_0/2$ and $\int r\beta\,dr=-a_1/8-a_0/6$. Matching coefficients gives

$$a_1=1+4\eta a_1+6\eta a_0,\qquad a_0=-\tfrac32\eta a_1-2\eta a_0 .$$

The second equation gives $a_0=-3\eta a_1/[2(1+2\eta)]$. In the first, $(1-4\eta)(1+2\eta)+9\eta^2=(1-\eta)^2$, so

$$a_1=\frac{1+2\eta}{(1-\eta)^2},\qquad a_0=-\frac{3\eta}{2(1-\eta)^2}.$$

Also $B(0)=1-12\eta\int\beta\,dr=a_1$, hence $S(0)=(1-\eta)^4/(1+2\eta)^2$. The numerical check transforms the result back to real space and tests both defining conditions, each at one distance.

**Q.** Heating makes a liquid more disordered. Should the resistance not rise, whatever the valence?

**A.** The formula does not contain a single amount of disorder. It contains $S$ at particular wave numbers, and heating can raise one part of $S$ while lowering another. Valence decides which parts are used. From $n=6\eta/\pi\sigma^3$,

$$k_F^3=3\pi^2Zn=\frac{18\pi\eta Z}{\sigma^3},\qquad 2k_F\sigma=2(18\pi\eta Z)^{1/3}.$$

At $\eta=0.45$ this is 5.88 for $Z=1$ and 7.41 for $Z=2$. The main peak of $S$ is at $q\sigma=6.81$. The monovalent integral therefore stops at 0.86 of the peak position, while the divalent one reaches 1.09 and includes the peak near its heavily weighted end.

**Q.** How does temperature enter a hard-sphere model at all?

**A.** Through the diameter. Real ions approach more closely when they are hotter. For a repulsion $u\propto r^{-12}$, let $\sigma$ be the distance at which $u(\sigma)$ is a fixed multiple of $k_BT$. Then $\sigma\propto T^{-1/12}$, and at fixed volume $\eta\propto\sigma^3\propto T^{-1/4}$. This is a model choice, and the slopes below depend on it.

Starting from $\eta=0.45$ at 800 K, heating to 1000 K gives $0.45\times1.25^{-1/4}=0.426$. Then $S(0)$ rises from 0.025 to 0.032, while $S$ at the original peak position falls from 2.51 to 2.26.

At fixed volume $k_F$ and $w$ do not change, so

$$\left(\frac{\partial\ln\rho}{\partial\ln T}\right)_n=\frac{\int_0^1y^3|w|^2(\partial S/\partial\ln T)\,dy}{\int_0^1y^3|w|^2S\,dy}.$$

The sign is negative when the weighted loss near the peak exceeds the weighted gain elsewhere.

**Q.** That is a condition. Does valence two satisfy it?

**A.** It can. First remove the form factor by taking $w$ constant. For $Z=1,2,3,4$ the logarithmic slopes are $+0.52$, $-0.21$, $-0.01$ and $+0.07$. Nothing but the upper limit in $q\sigma$ differs between these cases, so the change from $Z=1$ to $Z=2$ comes from including the peak region.

Now restore $w$ in a divalent model with round parameters: electron radius $r_s=2.3$ and $r_c=1.3$ bohr. The ion density is $n=3/(4\pi r_s^3Z)=0.00981$ bohr$^{-3}$, so $k_F=0.834$ bohr$^{-1}$ and $2k_F=1.669$ bohr$^{-1}$. The packing gives $\sigma=4.44$ bohr and a peak at $q=1.53$ bohr$^{-1}$. The integrand behaves as follows:

| $y$ | $S$ | $w$ (hartree bohr³) | $y^3Sw^2$ (a.u.) |
|---|---:|---:|---:|
| 0.50 | 0.08 | −7.05 | 0.48 |
| 0.75 | 0.51 | 0.59 | 0.07 |
| 0.90 | 2.42 | 3.17 | 17.8 |
| 0.99 | 1.81 | 4.17 | 30.5 |

The large values lie near the upper limit. The prefactor is $12\pi n/k_F^2=0.531$, and the full integral is 3.59. Hence $\rho=0.531\times3.59=1.91$ a.u. One atomic unit of resistivity is 21.74 µΩ cm, so $\rho=41.5$ µΩ cm. The relaxation time is $1/(Zn\rho)=26.7$ a.u., and $k_F\ell=k_F^2\tau=18.6$. This satisfies $k_F\ell\gg1$, but it does not establish the Born approximation: the exact $s$, $p$ and $d$ phase shifts of this screened ion at $k_F$ are 0.45, 0.66 and 0.20, against Born values 0.41, 0.51 and 0.16, and they are not small.

On heating from 800 K, $S$ falls between $q=1.38$ and 1.65 bohr$^{-1}$, an interval that contains the peak. It contributes $-0.27$ to the logarithmic slope. The rest, including a sliver just below $2k_F$, contributes $+0.05$. The sum is $-0.22$, or $-2.7\times10^{-4}$ K$^{-1}$ after division by 800 K. At 1000 K and fixed volume, $\rho$ has dropped to 39.6 µΩ cm. The size of $\rho$ is much less secure than the slope. Replacing $w$ by the exact scattering amplitude of one screened ion gives about 89 µΩ cm and a slope of $-0.24$. Keeping the Born form but multiplying the screening term by the exchange factor $1-q^2/[2(q^2+k_F^2)]$ gives 49.5 µΩ cm and a slope of $-0.215$.

**Q.** Would a monovalent metal with a realistic form factor not do the same?

**A.** Not in this model at this packing. The falling interval begins at $1.38/1.53=0.90$ of the peak position, but the monovalent integral ends at 0.86. Throughout its range $S$ rises on heating, so its fixed-volume slope is positive for any form factor that is itself unchanged by heating. With $r_s=4$ and $r_c=1.7$ bohr the slope is $+0.88$. The argument is tied to the packing. At $\eta=0.35$ the falling interval begins at $q\sigma=5.36$, just inside the monovalent limit $2k_F\sigma=5.41$, and the sign is no longer guaranteed for every form factor.

**Q.** Then all divalent liquid metals must have a negative coefficient.

**A.** No. Valence two brings the peak into range, but $|w|^2$ decides how much it counts. In the example the node of $w$ is at $\pi/(2\times1.3)=1.21$ bohr$^{-1}$, well below the peak. Reducing $r_c$ to 1.02 bohr puts the node on the peak. The density, valence and structure are unchanged, yet the slope becomes $+0.55$. Between these two core radii it passes through zero at $r_c=1.17$ bohr. In this model a negative fixed-volume slope therefore appears for some divalent parameter sets and not for others. It needs $2k_F$ to reach the range where $S$ falls, and enough weight $|w|^2$ in that range.

**Q.** A liquid heated in an open vessel also expands. Could that undo the effect?

**A.** It could in principle. With the volume expansion coefficient $\alpha$, $d\ln n/d\ln T=-\alpha T$ at constant pressure, so the chain rule gives

$$\left(\frac{d\ln\rho}{d\ln T}\right)_p=\left(\frac{\partial\ln\rho}{\partial\ln T}\right)_n-\alpha T\left(\frac{\partial\ln\rho}{\partial\ln n}\right)_T .$$

The density derivative changes $k_F$, the screening and the packing together, with $\sigma$ held fixed. That is another model choice: holding $\eta$ fixed instead gives $+1.85$ and $-2.31$ in place of the two derivatives below, with the same signs. For $\alpha=10^{-4}$ K$^{-1}$ at 800 K, $\alpha T=0.08$. In the divalent model the density derivative is $+2.73$, and the total is $-0.219-0.08\times2.73=-0.44$, or $-5.5\times10^{-4}$ K$^{-1}$. Expansion strengthens the negative slope here.

In the monovalent model the derivative is $-5.84$, and the total is $0.883+0.08\times5.84=+1.35$. The expansion term therefore has no universal sign. A measured coefficient at constant pressure must be separated into these two parts before its sign is attributed to the peak of $S$.

## Numbers as computed

```
reference: packing 0.45, T 800 K, expansion 1.0e-04 1/K
divalent: Z 2, rs 2.3 bohr, rc 1.3 bohr
monovalent: Z 1, rs 4.0 bohr, rc 1.7 bohr
weak-step test, Ziman resistivity: 4.183644e-06 a.u.
weak-step test, phase shifts:      4.183627e-06 a.u.
divalent ion density: 0.009811 bohr^-3
divalent kF: 0.8344 bohr^-1, 2kF: 1.6688 bohr^-1
divalent sphere diameter: 4.4413 bohr
S peak: q*sigma 6.8148, q 1.5344 bohr^-1
node of w: 1.2083 bohr^-1
divalent integrand: q/2kF, S, w (hartree bohr^3), y^3 S w^2 (a.u.)
  0.25  0.0329  -17.7305  0.1614
  0.50  0.0779  -7.0507  0.4841
  0.75  0.5083  0.5896  0.0745
  0.90  2.4219  3.1715  17.7586
  0.99  1.8116  4.1684  30.5420
resistivity unit: 21.7398 microohm cm per a.u.
divalent resistivity: 1.9087 a.u. = 41.50 microohm cm
divalent relaxation time: 26.70 a.u.
divalent kF * mean free path: 18.59
monovalent kF: 0.4798 bohr^-1
monovalent resistivity: 0.2983 a.u. = 6.48 microohm cm
monovalent kF * mean free path: 206.89
packing at 1000 K, fixed volume: 0.4256
S(0) at 800 K, 1000 K: 0.0253, 0.0318
S at 800 K peak position, 800 K, 1000 K: 2.5140, 2.2576
S falls on heating for q from 1.378 to 1.646 bohr^-1
valence, 2kF/q_peak, dln(rho)/dln(T) at fixed volume, constant w
  1  0.8632  +0.5242
  2  1.0876  -0.2133
  3  1.2450  -0.0136
  4  1.3703  +0.0707
dln(rho)/dln(T) at fixed volume, full form factor:
  monovalent +0.8826, divalent -0.2188
  divalent parts: rising S +0.0507, falling S -0.2694
divalent slope at fixed volume: -2.734 1e-4/K
divalent resistivity at 1000 K, fixed volume: 39.59 microohm cm
dln(rho)/dln(n) at fixed T: monovalent -5.8400, divalent +2.7298
dln(rho)/dln(T) at fixed pressure: monovalent +1.3498, divalent -0.4371
divalent slope at fixed pressure: -5.464 1e-4/K
divalent, node on peak: rc 1.0237 bohr, dln(rho)/dln(T) +0.5539
divalent, fixed-volume slope vanishes at rc 1.1658 bohr
```
